# Avrami exponent of C54 growth in thin films and narrow lines

A titanium disilicide film on silicon is in the high-resistivity C49 phase and is annealed to form the low-resistivity C54 phase. Take the following model.

- All C54 nuclei are present at $t=0$ (site saturation). They are placed independently and at random, with mean number $N$ per unit area.
- Each nucleus grows at the same constant speed $v$ in every direction in the plane, and stops where it meets another C54 grain.
- The thickness $h$ is far below the distance between nuclei, so growth is treated as two-dimensional.

The film is either very wide or etched into long lines of width $w$. Growth does not cross the line edges, and the edges neither help nor hinder nucleation.

Let $X(t)$ be the transformed fraction, averaged over the random positions. The Avrami form is $X=1-\exp[-(t/t_0)^n]$. Since $n$ need not be constant, define

$$K=-\ln(1-X),\qquad n=\frac{d\ln K}{d\ln t}=\frac{d\ln K}{d\ln r},\qquad r=vt .$$

The two derivatives agree because $v$ is constant. Only $N$, $w$, $v$ and $t$ enter, so the algebra keeps the same form in atomic units. Numbers are in nm, s, K and eV.

## (a) Find $X(t)$ and $n$ for a wide film.

**Solution.** We first need the time at which a given point P transforms. Let the nearest nucleus, $i$, be at distance $d$. Could another grain block its straight path to P? Let Q be a point on that path at distance $s$ from $i$, and suppose nucleus $j$ reached Q first, so that $|Qj|<s$. The triangle inequality then gives

$$|Pj|\le |PQ|+|Qj|<(d-s)+s=d ,$$

which contradicts the choice of $i$ as nearest. The path is therefore free, and P transforms at $t=d/v$. No other front can arrive earlier, because its path is at least $d$ long.

P is thus untransformed at time $t$ if no nucleus lies within distance $r=vt$. Divide the area $A$ within reach into $M$ small cells, each holding a nucleus with probability $NA/M$. All are empty with probability

$$\left(1-\frac{NA}{M}\right)^{M}\longrightarrow e^{-NA}\qquad(M\to\infty).$$

In a wide film $A=\pi r^2$, so

$$1-X=e^{-\pi Nv^2t^2},\qquad K=\pi Nv^2t^2,\qquad n=2 .$$

The exponent counts the directions in which the area within reach expands. The overlap of grains is already included, since the argument asks only whether a point has been reached.

## (b) Find $X(t)$ for a long line of any width.

**Solution.** A strip is convex: the straight path between two of its points stays inside it. The argument of part (a) therefore still holds, but $A$ is now the part of the disc of radius $r$ that lies inside the strip. For a point at height $y$ above the lower edge, the distances to the two edges are $y$ and $w-y$. Cut the disc through its centre, parallel to the edges. Each half is truncated at one edge, so

$$A(y,r)=F(y)+F(w-y),\qquad F(a)=\int_0^{\min(a,r)}2\sqrt{r^2-u^2}\,du ,$$

where $2\sqrt{r^2-u^2}$ is the chord at height $u$. An antiderivative is $u\sqrt{r^2-u^2}+r^2\arcsin(u/r)$, because its derivative is

$$\sqrt{r^2-u^2}-\frac{u^2}{\sqrt{r^2-u^2}}+\frac{r^2}{\sqrt{r^2-u^2}}=2\sqrt{r^2-u^2}.$$

Hence

$$F(a)=\begin{cases}a\sqrt{r^2-a^2}+r^2\arcsin(a/r), & a<r,\\ \pi r^2/2, & a\ge r.\end{cases}$$

Averaging over all heights gives

$$1-X=\frac1w\int_0^w e^{-NA(y,r)}\,dy. \tag{1}$$

For the exponent we need $\partial A/\partial r$. When $a<r$,

$$\frac{\partial F}{\partial r}=\frac{ar}{\sqrt{r^2-a^2}}+2r\arcsin\frac ar-\frac{ar}{\sqrt{r^2-a^2}}=2r\arcsin\frac ar ,$$

and when $a\ge r$ it is $\pi r$. This is the length of the growing arc that is still inside the strip. Differentiating $K=-\ln(1-X)$ gives

$$n=\frac{rN}{(1-X)K}\,\frac1w\int_0^w\frac{\partial A}{\partial r}\,e^{-NA}\,dy. \tag{2}$$

As a check on (1), nuclei were placed at random, about 150,000 at a time, in strips with $Nw^2=0.004$, 1 and 40. At three radii each, the fraction of sample points with no nucleus within reach agreed with (1) to 0.0031 or better, as an absolute difference in $1-X$.

## (c) Find how $n$ changes with time in a narrow line, $Nw^2\ll1$.

**Solution.** When $NA$ varies little across the line, the average of the exponential in (1) can be replaced by the exponential of the average, so $K\simeq N\bar A$. The first correction is $-N^2\,\mathrm{Var}(A)/2$. For $r$ up to about $w$, $A$ is at most of order $w^2$, so this correction is smaller than $N\bar A$ by a factor of order $Nw^2$. Larger $r$ is examined below.

The mean area is

$$\bar A=\frac1w\int_0^w\!\!\int_0^w 2\sqrt{r^2-(y-y')^2}\;dy'\,dy ,$$

with the integrand set to zero where $|y-y'|>r$. Pairs of heights separated by $u$ to $u+du$ have measure $2(w-u)\,du$, so

$$\bar A=\frac4w\int_0^{\min(r,w)}(w-u)\sqrt{r^2-u^2}\,du .$$

**Early times, $r\le w$.** The two integrals are $\int_0^r\sqrt{r^2-u^2}\,du=\pi r^2/4$ and $\int_0^r u\sqrt{r^2-u^2}\,du=r^3/3$. Therefore

$$\bar A=\pi r^2-\frac{4r^3}{3w},\qquad n\simeq\frac{2\pi-4r/w}{\pi-4r/(3w)} .$$

A narrow line thus starts with $n=2$, like the film, because a young grain has not yet felt the edges. At $r=w$ the formula gives $n=2.2832/1.8083=1.263$.

**Late times, $r\gg w$.** Expand $\sqrt{r^2-u^2}\simeq r-u^2/(2r)$. With $\int_0^w(w-u)\,du=w^2/2$ and $\int_0^w(w-u)u^2\,du=w^4/3-w^4/4=w^4/12$,

$$\bar A\simeq\frac4w\left(\frac{rw^2}{2}-\frac{w^4}{24r}\right)=2rw-\frac{w^3}{6r}. \tag{3}$$

The same expansion at fixed $y$ gives $A\simeq2rw-[y^3+(w-y)^3]/(3r)$, whose variance is $w^6/(180r^2)$. The neglected term in $K$ is then $N^2w^6/(360r^2)$. It is smaller than the retained correction $Nw^3/(6r)$ by the factor $Nw^3/(60r)$, which is tiny here.

Set $\epsilon=w^2/(12r^2)$. Then $K\simeq2Nwr(1-\epsilon)$. Since $\epsilon$ falls as $r^{-2}$,

$$n\simeq\frac{2rw+w^3/(6r)}{2rw-w^3/(6r)}=\frac{1+\epsilon}{1-\epsilon}\simeq1+\frac{w^2}{6r^2}. \tag{4}$$

The leading law at late times is

$$1-X\simeq e^{-2Nwvt},\qquad n\to1 .$$

Each grain now fills the width and advances with two fronts of fixed length $w$. The area within reach grows linearly in time, although the nuclei and the speed are the same as before.

The change of exponent matters because it happens early. When $r=w$, $K\simeq1.81\,Nw^2$, so a fraction of only about $1.81\,Nw^2$ has transformed. Nearly all the transformation then follows $n=1$.

## (d) Find the leading departures from 1 and 2 at half transformation.

**Solution.** Half transformation means $K=\ln2$.

**Narrow line.** To leading order $2Nwr=\ln2$, so $r=\ln2/(2Nw)$. Inserting this in (4) gives

$$n-1\simeq\frac{w^2}{6}\,\frac{4N^2w^2}{\ln^22}=\frac{2}{3\ln^22}\,(Nw^2)^2=1.388\,(Nw^2)^2. \tag{5}$$

**Wide line, $r\ll w$.** Only points closer than $r$ to an edge lose part of their disc. At distance $sr$ from the edge, with $0<s<1$, the lost area is $r^2g(s)$, where

$$g(s)=\frac\pi2-s\sqrt{1-s^2}-\arcsin s .$$

The two edge zones hold a fraction $2r/w$ of all points. With $q=Nr^2$, (1) becomes

$$1-X=e^{-\pi q}\left[1+\frac{2r}{w}G(q)\right],\qquad G(q)=\int_0^1\left(e^{qg(s)}-1\right)ds .$$

To first order in $r/w$, $K=\pi q-(2r/w)G$. Since $dq/d\ln r=2q$,

$$n=\frac{2\pi q-(2r/w)(G+2qG')}{\pi q-(2r/w)G}\simeq2-\frac{2r}{\pi q\,w}\,(2qG'-G).$$

At half transformation $\pi q=\ln2$ and $r=\sqrt{q/N}$ to leading order. The small shift of $q$ caused by the edges changes $n$ only at second order. Thus

$$n\simeq2-\frac{c}{w\sqrt N},\qquad c=\frac{2\sqrt q}{\ln2}(2qG'-G)=0.276,\qquad q=\frac{\ln2}{\pi}. \tag{6}$$

The sign is definite. For $x>0$, $xe^x>e^x-1$, so $qG'>G$ and the bracket is positive: edges lower the exponent.

The two approaches differ. The departure from 1 falls as $w^4$, whereas the departure from 2 falls only as $1/w$, because the share of points near an edge falls as $1/w$. Equation (6) applies while the edge term is small. The edge term $(2r/w)G(q)$ grows with time, because the area within reach is smallest at the edges. Once it is of order 1, the remaining C49 lies mostly near the edges and the expansion fails. The wider the line, the later this happens. For $w\sqrt N=3.2$, 84% of the remainder lies within $r/2$ of an edge at $X=0.99$. For $w\sqrt N=15.8$, the share within $r$ of an edge is 42% at $X=0.99$ and 74% at $X=0.999$. For $w\sqrt N=100$, it is still 44% at $X=0.9999$.

## (e) Take $N=10^{-7}$ nm$^{-2}$, $v=100$ nm/s at 973 K, $h=50$ nm and $w=200$ nm. Compare film and line, and locate the crossover width.

**Solution.** In the film,

$$r_{1/2}=\sqrt{\frac{\ln2}{\pi N}}=\sqrt{\frac{0.6931}{3.142\times10^{-7}}}=1485\ \text{nm},\qquad t_{1/2}=\frac{1485}{100}=14.9\ \text{s}.$$

In the line, $Nw^2=10^{-7}\times4\times10^4=0.004$, and the number of nuclei per unit length is $\lambda=Nw=2\times10^{-5}$ nm$^{-1}$. Then

$$r_{1/2}=\frac{0.6931}{2\times2\times10^{-5}}=17330\ \text{nm},\qquad t_{1/2}=173\ \text{s}.$$

The line is slower by a factor 11.7 at the same $N$ and $v$. Equation (5) gives $n-1=1.388\times(0.004)^2=2.2\times10^{-5}$, in agreement with the full expression (2). In the two-dimensional model the early stage with $n$ near 2 is over quickly: at $t=2$ s, when $r=w$, only 0.72% has transformed. At 6 s, $n=1.019$.

With $N$ and $v$ fixed, (1) and (2) give at half transformation:

| $w$ (nm) | $Nw^2$ | $t_{1/2}$ (s) | $n$ |
|---:|---:|---:|---:|
| 200 | 0.004 | 173.3 | 1.000 |
| 1000 | 0.1 | 34.9 | 1.014 |
| 2000 | 0.4 | 19.4 | 1.310 |
| 3000 | 0.9 | 17.2 | 1.674 |
| 10000 | 10 | 15.4 | 1.909 |
| 50000 | 250 | 15.0 | 1.982 |

The value $n=1.5$ is reached at $w\sqrt N=0.723$, which is $w=2290$ nm (22,900 Å). Width alone does not set the exponent: with a hundred times more nuclei per area, the crossover width would be ten times smaller.

At the crossover width no single exponent describes the run. The local value falls from 1.87 at $X=0.1$ to 1.04 at $X=0.9$, so the Avrami plot is curved, and a fitted slope depends on the range of $X$ used.

## (f) Show what the exponent 1 owes to random positions and to the length of the line.

**Solution.** Treat the narrow line as one-dimensional, with $\lambda$ nuclei per unit length. Two neighbours a distance $\ell$ apart leave an untransformed length $\ell-2r$ between them until they meet. For random positions the gaps have probability density $\lambda e^{-\lambda\ell}$, and there are $\lambda$ gaps per unit length. With $\ell=2r+m$,

$$1-X=\lambda\int_{2r}^\infty(\ell-2r)\,\lambda e^{-\lambda\ell}\,d\ell
=\lambda e^{-2\lambda r}\int_0^\infty m\,\lambda e^{-\lambda m}\,dm=e^{-2\lambda r}.$$

This confirms the late-time law by counting gaps.

If the nuclei are evenly spaced instead, all gaps close together and $X=2\lambda r$ until $X=1$. Then

$$K=-\ln(1-2\lambda r),\qquad n=\frac{1}{K}\frac{2\lambda r}{1-2\lambda r}=\frac{X}{(1-X)K}.$$

At $X=1/2$ this is $1/\ln2=1.44$. One-dimensional growth alone therefore does not ensure $n=1$ throughout; the long gaps of a random arrangement are also needed.

Now let the line have finite length $L$, and average over many such lines. For $r<L/2$, a fraction $1-2r/L$ of the points can be reached from both sides over the full length $2r$. A point at distance $x<r$ from an end has only the length $r+x$ within reach. Adding both ends,

$$1-X=\left(1-\frac{2r}{L}\right)e^{-2\lambda r}+\frac2L\int_0^re^{-\lambda(r+x)}dx$$
$$\phantom{1-X}=\left(1-\frac{2r}{L}\right)e^{-2\lambda r}+\frac{2}{\lambda L}\left(e^{-\lambda r}-e^{-2\lambda r}\right).$$

For $L=10^6$ nm, $\lambda L=20$. The half time rises from 173.3 to 175.0 s and $n$ falls to 0.989. A line with no nucleus never transforms, and this has probability $e^{-\lambda L}$. For $L=50000$ nm, $\lambda L=1$ and 37% of the lines stay C49 in this model, however long the anneal. Avrami kinetics with $X\to1$ requires $\lambda L\gg1$.

## (g) Suppose the sites become active with a time constant $\tau$. How do the exponents change?

**Solution.** A site now becomes active between $s$ and $s+ds$ with probability $e^{-s/\tau}ds/\tau$. A site overrun before that time may still be counted: the front that overran it is already ahead of any front it could send out. Then $K$ is the mean number of sites whose fronts could have reached the point by time $t$. For the narrow line, integration by parts gives

$$K=2\lambda v\int_0^t(t-s)\frac{e^{-s/\tau}}{\tau}ds=2\lambda v\int_0^t(1-e^{-s/\tau})ds$$
$$\phantom{K}=2\lambda v\left[t-\tau(1-e^{-t/\tau})\right].$$

For the film, the same step gives

$$K=\pi Nv^2\int_0^t(t-s)^2\frac{e^{-s/\tau}}{\tau}ds=\pi Nv^2\int_0^t2(t-s)(1-e^{-s/\tau})ds$$
$$\phantom{K}=\pi Nv^2\left[t^2-2\tau t+2\tau^2(1-e^{-t/\tau})\right].$$

When $t\gg\tau$, the exponents are approximately $t/(t-\tau)$ and $2t/(t-\tau)$. For $\tau=1$ s, the values at half transformation are 1.006 in the line and 2.13 in the film. The film is affected more because its half time is shorter. A film exponent somewhat above 2 can therefore come from imperfect site saturation.

When $t\ll\tau$, $1-e^{-s/\tau}\simeq s/\tau$. Then $K\simeq\lambda vt^2/\tau$ in the line and $K\simeq\pi Nv^2t^3/(3\tau)$ in the film. Nucleation at a constant rate thus raises each exponent by one, to 2 and 3. At half transformation, $\tau=10$ s gives 1.06 in the line and 2.60 in the film, and $\tau=100$ s gives 1.43 and 2.90. The values 1 and 2 hold only when $\tau$ is well below the half time, and an exponent of 2 alone does not tell a saturated film from a narrow line with steady nucleation.

## (h) How far do the remaining simplifications matter for a real silicide line?

**Solution.** The parameters are round values meant for the rough regime of the C49-to-C54 change in TiSi$_2$. The density of nuclei depends strongly on film preparation, so the times are illustrations and not predictions for a given process. Site saturation is assumed here, not shown for TiSi$_2$, and part (g) gives the larger exponents that follow if it fails. A second assumption at risk in a fine line is that $N$ is the same as in the film. Suppose that C54 nucleates at triple junctions of C49 grains. Etching a finished C49 film into lines leaves the mean number of junctions per area unchanged. If instead the C49 grains form inside a line that is already patterned, a line about as wide as one grain has fewer junctions per area, because many grain boundaries end at an edge and not at a junction. Take a random Voronoi pattern whose grain centres lie only inside the line, with the same number of centres per area as in the film, one per $(150\ \text{nm})^2$. It gives a 200 nm line about 0.35 times the film's junction density; the single random run in the output gives 0.34, with a scatter of about 0.01. With the same share of junctions active, the half time becomes about $173/0.35\approx500$ s. The ratio depends on how grain size is defined: if 150 nm is the diameter of a circle with the mean grain area, it is 0.41. The exponent stays at 1 if the active sites are still random, because only $\lambda$ has changed.

At half transformation the other effects are smaller for these numbers:

- **Thickness.** If nuclei start at the lower interface, the in-plane reach at height $z$ is $\sqrt{r^2-z^2}$. Averaging $z^2$ over the thickness gives $K\simeq\pi N(r^2-h^2/3)$ and $n-2\simeq2h^2/(3r^2)=8\times10^{-4}$ in the film at half transformation. This holds for $r>h$. Before that, during the first 0.5 s, each grain is a growing half sphere and $n$ is near 3. A real 200 nm line of this thickness therefore has no separate stage with $n=2$: its exponent falls from about 3 to about 1.3 at $r=w$, and then towards 1.
- **Temperature.** A shared, constant offset that leaves $N$ unchanged alters $v$ but not $n$ at half transformation. Differences between samples do change the averaged curve. With a rough activation energy $Q=4$ eV and a standard deviation of 3 K, the relative spread in speed is $Q\,\Delta T/(k_BT^2)=0.147$. The exponent of the average becomes 1.94 for films and 0.993 for lines.

Geometry also bears on the choice of anneal. After 20 s at 973 K, the model film has $K=\pi\times10^{-7}\times(2000)^2=1.26$ and is 72% transformed, whereas the 200 nm line is 7.7% transformed. An anneal time just long enough to transform a wide film is therefore too short for the line, if $N$ and $v$ are the same in both. The numerical output below gives the remaining values.

## Computed values

```
site density N = 1.0e-07 nm^-2
growth speed v = 100 nm/s at T = 973 K
thickness h = 50 nm, line width w = 200 nm
N w^2 = 0.0040 (no unit)
mean nucleus spacing along line = 50000 nm
film: half time = 14.85 s, n = 2.0000
film: radius at half time = 1485 nm
line: half time = 173.3 s, n-1 = 2.22e-05
line: radius at half time = 17329 nm
half time ratio line/film = 11.67
line at r =  0.1 w: t =   0.2 s, X = 1.20e-04, n = 1.9557
line at r =  1.0 w: t =   2.0 s, X = 7.21e-03, n = 1.2627
line at r =  3.0 w: t =   6.0 s, X = 2.35e-02, n = 1.0191
line at r = 10.0 w: t =  20.0 s, X = 7.68e-02, n = 1.0017
mean area at r = w, over w^2 = 1.8083
w =    200 nm: N w^2 =   0.0040, half time = 173.29 s, n = 1.0000
w =   1000 nm: N w^2 =   0.1000, half time =  34.90 s, n = 1.0140
w =   2000 nm: N w^2 =   0.4000, half time =  19.37 s, n = 1.3104
w =   3000 nm: N w^2 =   0.9000, half time =  17.17 s, n = 1.6742
w =   5000 nm: N w^2 =   2.5000, half time =  16.08 s, n = 1.8118
w =  10000 nm: N w^2 =  10.0000, half time =  15.42 s, n = 1.9091
w =  50000 nm: N w^2 = 250.0000, half time =  14.96 s, n = 1.9824
n = 1.5 at half time when w sqrt(N) = 0.7232
crossover width = 2287 nm = 22870 angstrom
crossover width, X = 0.1: n = 1.867
crossover width, X = 0.9: n = 1.036
narrow-line coefficient of (N w^2)^2 = 1.3876
wide-line coefficient c = 0.2763
finite thickness, film: n-2 = 7.55e-04
site delay 1.0 s, film: half time = 15.82 s, n = 2.125
site delay 1.0 s, line: half time = 174.3 s, n = 1.0058
activation energy = 4.0 eV, temperature spread = 3 K
relative speed spread = 0.147
temperature spread: n film = 1.941, n line = 0.993
line length 1000000 nm: half time = 175.0 s, n = 0.9889
line length 1000000 nm: never transformed = 2.1e-09
line length 50000 nm: never transformed = 0.368
evenly spaced nuclei in a line: n at half time = 1.4427
C49 grain size = 150 nm
triple-junction density, line/film = 0.34
line half time with that site loss = 507 s
largest simulation error in 1-X: film 0.0025, strip 0.0031
```
